# Why a hybrid functional mixes in one quarter of exact exchange: verification in Python

```python
"""Result under test: if the error of a density functional's coupling-constant
integrand is (Ex - Ex_DFA)*(1-lambda)**(m-1), the exact-exchange fraction is 1/m.
lambda: coupling strength; m: perturbation order judged adequate (m=4 -> 1/4).
Ex: exact exchange energy; DFA: density functional approximation (here PBE).
The value 1/m is a consequence of the assumed decay; m=4 is a judgement, examined
here through Moller-Plesset (MP) series for BH and through a Hubbard dimer.
Energies are in hartree unless a label says otherwise."""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf, dft, cc, mp, ao2mo, lib
from pyscf.fci import direct_uhf, cistring

EV = physical_constants["Hartree energy in eV"][0]


def gauss_01(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


# --- Uniqueness of the decay law, found by solving the endpoint conditions ---
lam, gap0, gap1 = sp.symbols("lam gap0 gap1")
for m in range(2, 7):
    coef = sp.symbols("c0:%d" % m)
    poly = sum(c * lam**k for k, c in enumerate(coef))
    conditions = [poly.subs(lam, 0) - gap0, poly.subs(lam, 1) - gap1]
    conditions += [sp.diff(poly, lam, k).subs(lam, 1) for k in range(1, m - 1)]
    solutions = sp.solve(conditions, coef, dict=True)
    assert len(solutions) == 1 and len(solutions[0]) == m
    found = poly.subs(solutions[0])
    assert sp.expand(found.subs(gap1, 0) - gap0 * (1 - lam)**(m - 1)) == 0
    area = sp.integrate(sp.expand(found), (lam, 0, 1))
    assert sp.expand(area - gap0 / m - (1 - sp.Rational(1, m)) * gap1) == 0
    fraction = area.subs({gap0: 1, gap1: 0})
    weight = area.subs({gap0: 0, gap1: 1})
    print(f"m={m}: exchange fraction {fraction}, weight of lambda=1 error {weight}")


# --- Hubbard dimer: two electrons, hopping t=1, density held fixed ---
def dimer_state(coupling, repulsion, bias):
    """Singlet basis: both on site 1, both on site 2, one on each."""
    s = -np.sqrt(2.0)
    h = np.array([[coupling * repulsion + bias, 0, s],
                  [0, coupling * repulsion - bias, s], [s, s, 0]])
    e, c = np.linalg.eigh(h)
    return e[0], c[:, 0]


def dimer_fixed_density(coupling, repulsion, imbalance):
    def mismatch(bias):
        c = dimer_state(coupling, repulsion, bias)[1]
        return 2 * (c[0]**2 - c[1]**2) - imbalance
    bias = brentq(mismatch, -60, 60, xtol=1e-13)
    e, c = dimer_state(coupling, repulsion, bias)
    universal = e - bias * imbalance / 2
    n1, n2 = 1 + imbalance / 2, 1 - imbalance / 2
    hartree = repulsion * (n1**2 + n2**2) / 2
    return universal, repulsion * (c[0]**2 + c[1]**2) - hartree, hartree


nodes, weights = gauss_01(20)
F1, _, UH = dimer_fixed_density(1, 3.0, 0.6)
F0, W0, _ = dimer_fixed_density(0, 3.0, 0.6)
area = sum(w * dimer_fixed_density(x, 3.0, 0.6)[1] for x, w in zip(nodes, weights))
assert abs(area - (F1 - F0 - UH)) < 1e-8
assert abs(W0 + UH / 2) < 1e-8
print(f"Dimer U=3t, n1-n2=0.6: Exc/t definition {F1-F0-UH:.6f}, integral {area:.6f}")
for U in (1.0, 8.0):
    f1, _, uh = dimer_fixed_density(1, U, 0.0)
    f0, wx, _ = dimer_fixed_density(0, U, 0.0)
    exact_c = f1 - f0 - uh - wx
    fourth_c = -U**2 / 16 + U**4 / 1024
    if U == 1.0:
        assert abs(fourth_c / exact_c - 1) < 0.01
    else:
        assert abs(fourth_c / exact_c - 1) > 0.5
    print(f"Symmetric dimer U={U:.0f}t: Ec/t exact {exact_c:.5f}, 4th order {fourth_c:.5f}")


# --- BH, B and H with PBE, exact exchange and a coupled-cluster reference ---
BOND = 1.23
GEOMETRY = {"BH": (f"B 0 0 0; H 0 0 {BOND}", 0), "B": ("B 0 0 0", 1),
            "H": ("H 0 0 0", 1)}


def molecule(name, basis):
    atoms, spin = GEOMETRY[name]
    return gto.M(atom=atoms, spin=spin, basis=basis, verbose=0)


def converge(mf, tol, guess=None):
    mf.conv_tol = tol
    mf.kernel(guess)
    if not mf.converged:
        orbitals, occupations = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(orbitals, occupations)
    assert mf.converged
    return mf


nodes, weights = gauss_01(12)
curve_points = [0.0, 0.25, 0.5, 0.75, 1.0]
data = {}
for name in GEOMETRY:
    mol = molecule(name, "cc-pvtz")
    hf = converge(scf.UHF(mol) if mol.spin else scf.RHF(mol), 1e-10)
    guess = np.array(hf.make_rdm1())
    if guess.ndim == 2:
        guess = np.array([guess / 2, guess / 2])
    ks = dft.UKS(mol)
    ks.xc = "pbe,pbe"
    ks.grids.level = 3
    ks = converge(ks, 1e-8, guess)
    dm = np.asarray(ks.make_rdm1())
    ni = dft.numint.NumInt()
    ao = ni.eval_ao(mol, ks.grids.coords, deriv=1)
    rho_up, rho_dn = [ni.eval_rho(mol, ao, d, xctype="GGA") for d in dm]
    grid_w = ks.grids.weights

    def scaled_energy(code, x):
        """x**2 * E[n_(1/x)], evaluated on the unscaled grid."""
        s = np.array([x**-3.0] + [x**-4.0] * 3)[:, None]
        eps = ni.eval_xc(code, (rho_up * s, rho_dn * s), spin=1)[0]
        return x**2 * np.dot(grid_w, (rho_up[0] + rho_dn[0]) * eps)

    def corr_integrand(x):
        if x == 0:
            return 0.0
        h = 1e-3 * x
        return (scaled_energy(",pbe", x + h) - scaled_energy(",pbe", x - h)) / (2 * h)

    ex_pbe, ec_pbe = scaled_energy("pbe,", 1.0), scaled_energy(",pbe", 1.0)
    assert abs(scaled_energy("pbe,", 0.5) - 0.5 * ex_pbe) < 1e-6
    _, k = scf.hf.get_jk(mol, dm)
    ex = -0.5 * np.einsum("sij,sji->", dm, np.asarray(k))
    wc = np.array([corr_integrand(x) for x in nodes])
    assert abs(weights @ wc - ec_pbe) < 3e-5
    integrated = weights @ (ex_pbe + wc + (ex - ex_pbe) * (1 - nodes)**3)
    hybrid = ks.e_tot - ex_pbe - ec_pbe + integrated
    pbe0 = dft.UKS(mol)
    pbe0.xc = "pbe0"
    pbe0.grids = ks.grids
    e_pbe0 = pbe0.energy_tot(dm=dm)
    assert abs(hybrid - e_pbe0) < 5e-5

    e_ref = hf.e_tot
    if name != "H":
        solver = cc.CCSD(hf, frozen=1)
        solver.kernel()
        assert solver.converged
        e_ref = solver.e_tot + solver.ccsd_t()
    curve = [ex_pbe + corr_integrand(x) for x in curve_points]
    data[name] = np.array([ks.e_tot, ex_pbe, ec_pbe, ex, hybrid, e_pbe0,
                           hf.e_tot, e_ref] + curve)
    print(f"{name} cc-pVTZ: Ex exact {ex:.5f}, Ex PBE {ex_pbe:.5f}, Ec PBE {ec_pbe:.5f} Eh")

atomization = data["B"] + data["H"] - data["BH"]
d_pbe, ax_pbe, ac_pbe, ax, d_hyb, d_pbe0, d_hf, d_ref = atomization[:8]
print(f"BH bond length {BOND:.2f} angstrom; below: atoms minus molecule")
print(f"Exchange part: exact {ax:.5f}, PBE {ax_pbe:.5f}, difference {ax-ax_pbe:.5f} Eh")
print(f"PBE correlation part {ac_pbe:.5f} Eh")
for x, value in zip(curve_points, atomization[8:]):
    corrected = [value + (ax - ax_pbe) * (1 - x)**(m - 1) for m in (2, 4)]
    print(f"lambda={x:.2f}: PBE {value:.5f}, m=2 {corrected[0]:.5f}, m=4 {corrected[1]:.5f} Eh")
print(f"Atomization HF {d_hf:.5f} Eh = {d_hf*EV:.3f} eV")
print(f"Atomization PBE {d_pbe:.5f} Eh = {d_pbe*EV:.3f} eV")
for m in (2, 3, 4, 5):
    value = d_pbe + (ax - ax_pbe) / m
    print(f"Atomization hybrid m={m}: {value:.5f} Eh = {value*EV:.3f} eV")
print(f"m=4 by lambda quadrature {d_hyb:.5f}, separate PBE0 evaluation {d_pbe0:.5f} Eh")
print(f"Atomization CCSD(T) frozen core {d_ref:.5f} Eh = {d_ref*EV:.3f} eV")


# --- MP series and full-CI integrand for the valence electrons ---
class ValenceProblem:
    """Two spin-up and n_down (1 or 2) spin-down electrons. The state is a tensor
    with one orbital index per electron, antisymmetric within each spin."""

    def __init__(self, name, n_down):
        mol = molecule(name, "cc-pvdz")
        mf = converge(scf.UHF(mol), 1e-11)
        core = np.array([c[:, :1] @ c[:, :1].T for c in mf.mo_coeff])
        vj, vk = scf.hf.get_jk(mol, core)
        field = vj[0] + vj[1] - vk
        hcore = mf.get_hcore()
        ca, cb = [c[:, 1:] for c in mf.mo_coeff]
        n = self.norb = ca.shape[1]
        self.n_down = n_down
        count = 2 + n_down
        self.shape = (n,) * count
        self.h1 = (ca.T @ (hcore + field[0]) @ ca, cb.T @ (hcore + field[1]) @ cb)
        self.eri = [ao2mo.general(mol, q, compact=False).reshape(n, n, n, n)
                    for q in ((ca,) * 4, (ca, ca, cb, cb), (cb,) * 4)]
        unit = np.eye(n)

        def pair_operator(g, h_first, h_second):
            one_body = np.einsum("pr,qs->pqrs", h_first, unit)
            one_body += np.einsum("pr,qs->pqrs", unit, h_second)
            return g.transpose(0, 2, 1, 3) + one_body / (count - 1)

        ha, hb = self.h1
        # Equivalent up-down pairs are represented by one pair and a multiplicity.
        self.pairs = [((0, 1), pair_operator(self.eri[0], ha, ha)),
                      ((0, 2), 2 * n_down * pair_operator(self.eri[1], ha, hb))]
        if n_down == 2:
            self.pairs.append(((2, 3), pair_operator(self.eri[2], hb, hb)))
        h0 = np.zeros(self.shape)
        for axis in range(count):
            levels = mf.mo_energy[0 if axis < 2 else 1][1:]
            h0 += levels.reshape([-1 if a == axis else 1 for a in range(count)])
        self.h0 = h0.ravel()
        start = np.zeros(self.shape)
        start[(0, 1, 0, 1)[:count]] = 1.0
        start = self.antisymmetrize(start).ravel()
        self.start = start / np.linalg.norm(start)
        self.e0 = self.start @ (self.h0 * self.start)
        e_core = mol.energy_nuc() + np.einsum("sij,ji->", core, hcore)
        e_core += 0.5 * np.einsum("sij,sji->", core, field)
        reference = self.start @ self.full(self.start) + e_core
        assert abs(reference - mf.e_tot) < 1e-7
        self.mp2 = mp.MP2(mf, frozen=1).run().e_corr

    def antisymmetrize(self, y):
        y = (y - y.swapaxes(0, 1)) / 2
        if self.n_down == 2:
            y = (y - y.swapaxes(2, 3)) / 2
        return y

    def full(self, x):
        tensor = x.reshape(self.shape)
        total = np.zeros(self.shape)
        for axes, operator in self.pairs:
            y = np.tensordot(operator, tensor, axes=((2, 3), axes))
            total += np.moveaxis(y, (0, 1), axes)
        return self.antisymmetrize(total).ravel()

    def perturb(self, x):
        return self.full(x) - self.h0 * x

    def series(self, order):
        """Energies of order 0..order by the Rayleigh-Schrodinger recursion."""
        denom = self.e0 - self.h0
        denom = np.where(abs(denom) < 1e-10, 1.0, denom)
        waves, energies = [self.start], [self.e0]
        for n in range(1, order + 1):
            v_wave = self.perturb(waves[-1])
            energies.append(self.start @ v_wave)
            rhs = v_wave - sum(energies[k] * waves[n - k] for k in range(1, n + 1))
            rhs = rhs - self.start * (self.start @ rhs)
            waves.append(rhs / denom)
        return np.array(energies)

    def integrand(self, x):
        """Lowest energy of H0 + x*(H-H0) and the expectation value of H-H0."""
        def apply(c):
            return self.h0 * c + x * self.perturb(c)
        scale = np.maximum(self.h0 - self.e0 + 0.2, 0.2)
        e, c = lib.davidson(apply, self.start, lambda r, *args: r / scale,
                            tol=1e-12, max_cycle=100)
        c = c / np.linalg.norm(c)
        assert np.linalg.norm(apply(c) - e * c) < 2e-5
        return e, c @ self.perturb(c)


def determinant_check(problem):
    """Compare <H> of a random 2-up, 1-down state with a determinant routine."""
    n = problem.norb
    occ = np.asarray(cistring.gen_occslst(range(n), 2))
    ci = np.random.default_rng(1).normal(size=(len(occ), n))
    ci /= np.linalg.norm(ci)
    h2 = direct_uhf.absorb_h1e(problem.h1, problem.eri, n, (2, 1), 0.5)
    by_determinants = np.sum(ci * direct_uhf.contract_2e(h2, ci, n, (2, 1)))
    tensor = np.zeros((n, n, n))
    tensor[occ[:, 0], occ[:, 1]] = ci / np.sqrt(2)
    tensor[occ[:, 1], occ[:, 0]] = -ci / np.sqrt(2)
    state = tensor.ravel()
    assert abs(state @ problem.full(state) - by_determinants) < 1e-9


results = {}
for name, n_down in (("BH", 2), ("B", 1)):
    problem = ValenceProblem(name, n_down)
    e_n = problem.series(6)
    assert abs(e_n[2] - problem.mp2) < 1e-6
    e_full, w_full = problem.integrand(1.0)
    corr, end = e_full - e_n[0] - e_n[1], w_full - e_n[1]
    results[name] = (e_n, corr, end)
    if name == "B":
        determinant_check(problem)
    if name == "BH":
        x6, g6 = gauss_01(6)
        area = sum(g * problem.integrand(x)[1] for x, g in zip(x6, g6))
        assert abs(area - (e_full - e_n[0])) < 1e-5
        small = 0.1
        cubic = sum(n * e_n[n] * small**(n - 1) for n in range(1, 5))
        remainder = problem.integrand(small)[1] - cubic
        assert abs(remainder) < 0.3 * abs(4 * e_n[4] * small**3)
    print(f"{name} cc-pVDZ valence: full-CI Ec {corr:.6f}, lambda=1 integrand {end:.6f} Eh")

e_n, corr, end = results["BH"]
energy_errors, end_errors = [], []
for order in (2, 3, 4):
    ns = np.arange(2, order + 1)
    energy_share = e_n[ns].sum() / corr
    end_share = (ns * e_n[ns]).sum() / end
    energy_errors.append(abs(1 - energy_share))
    end_errors.append(abs(1 - end_share))
    print(f"BH through MP{order}: {100*energy_share:.1f} % of Ec, "
          f"{100*end_share:.1f} % of lambda=1 integrand")
assert energy_errors[0] > energy_errors[1] > energy_errors[2]
assert end_errors[0] > end_errors[1] > end_errors[2]

diff_n = results["B"][0] - results["BH"][0]
diff_corr = results["B"][1] - results["BH"][1]
diff_end = results["B"][2] - results["BH"][2]
print(f"Atomization, cc-pVDZ: full-CI correlation part {diff_corr:.6f} Eh, "
      f"lambda=1 {diff_end:.6f} Eh")
for order in (2, 3, 4):
    ns = np.arange(2, order + 1)
    print(f"Atomization through MP{order}: correlation part {diff_n[ns].sum():.6f} Eh, "
          f"lambda=1 {(ns*diff_n[ns]).sum():.6f} Eh")

print("all tests passed")
```

Running it gives:

```
m=2: exchange fraction 1/2, weight of lambda=1 error 1/2
m=3: exchange fraction 1/3, weight of lambda=1 error 2/3
m=4: exchange fraction 1/4, weight of lambda=1 error 3/4
m=5: exchange fraction 1/5, weight of lambda=1 error 4/5
m=6: exchange fraction 1/6, weight of lambda=1 error 5/6
Dimer U=3t, n1-n2=0.6: Exc/t definition -1.973956, integral -1.973956
Symmetric dimer U=1t: Ec/t exact -0.06155, 4th order -0.06152
Symmetric dimer U=8t: Ec/t exact -2.47214, 4th order 0.00000
BH cc-pVTZ: Ex exact -4.11628, Ex PBE -4.08327, Ec PBE -0.14679 Eh
B cc-pVTZ: Ex exact -3.75174, Ex PBE -3.71985, Ec PBE -0.11276 Eh
H cc-pVTZ: Ex exact -0.30826, Ex PBE -0.30277, Ec PBE -0.00575 Eh
BH bond length 1.23 angstrom; below: atoms minus molecule
Exchange part: exact 0.05628, PBE 0.06066, difference -0.00438 Eh
PBE correlation part 0.02828 Eh
lambda=0.00: PBE 0.06066, m=2 0.05628, m=4 0.05628 Eh
lambda=0.25: PBE 0.07746, m=2 0.07418, m=4 0.07561 Eh
lambda=0.50: PBE 0.09055, m=2 0.08836, m=4 0.09001 Eh
lambda=0.75: PBE 0.10129, m=2 0.10020, m=4 0.10122 Eh
lambda=1.00: PBE 0.11036, m=2 0.11036, m=4 0.11036 Eh
Atomization HF 0.09807 Eh = 2.669 eV
Atomization PBE 0.12916 Eh = 3.515 eV
Atomization hybrid m=2: 0.12697 Eh = 3.455 eV
Atomization hybrid m=3: 0.12770 Eh = 3.475 eV
Atomization hybrid m=4: 0.12806 Eh = 3.485 eV
Atomization hybrid m=5: 0.12828 Eh = 3.491 eV
m=4 by lambda quadrature 0.12806, separate PBE0 evaluation 0.12806 Eh
Atomization CCSD(T) frozen core 0.13269 Eh = 3.611 eV
BH cc-pVDZ valence: full-CI Ec -0.089760, lambda=1 integrand -0.230764 Eh
B cc-pVDZ valence: full-CI Ec -0.059811, lambda=1 integrand -0.159478 Eh
BH through MP2: 67.4 % of Ec, 52.4 % of lambda=1 integrand
BH through MP3: 87.2 % of Ec, 75.5 % of lambda=1 integrand
BH through MP4: 94.2 % of Ec, 86.4 % of lambda=1 integrand
Atomization, cc-pVDZ: full-CI correlation part 0.029950 Eh, lambda=1 0.071286 Eh
Atomization through MP2: correlation part 0.024001 Eh, lambda=1 0.048003 Eh
Atomization through MP3: correlation part 0.028112 Eh, lambda=1 0.060334 Eh
Atomization through MP4: correlation part 0.028874 Eh, lambda=1 0.063381 Eh
all tests passed
```
